# Terminal metal loss under random and oldest-first scale spallation: test program

```python
"""Terminal metal loss in cyclic oxidation with interfacial spallation.

Result under test: at equal small spalled area fraction f per cycle, random
age-independent spalling consumes metal at sqrt(pi)/2 times the rate found
when the oldest parabolic scale always spalls.
Symbols: w = oxygen mass per area in the scale, w^2 = k t; N = age in cycles
at spallation; f = spalled area fraction per cycle.
Reduced units: w in sqrt(k * cycle time), time in cycles.
"""
import numpy as np
from scipy import constants
from scipy.special import gamma, erf
from mpmath import zeta


def mean_power_age(f, power):
    """Explicit sum for E[N^power] with geometric ages."""
    n = np.arange(1, int(60 / f) + 2, dtype=float)
    return float(np.sum(n**power * f * np.exp((n - 1) * np.log1p(-f))))


def simulate_patches(n_patches, f, cycles, skip, oldest, rng):
    """Mean oxygen uptake per cycle; the state is oxide mass, not age."""
    w = np.zeros(n_patches)
    n_spall = int(round(f * n_patches))
    total = 0.0
    for cycle in range(cycles):
        grown = np.sqrt(w**2 + 1.0)
        if cycle >= skip:
            total += np.mean(grown - w)
        w = grown
        if oldest:
            w[np.argpartition(w, n_patches - n_spall)[-n_spall:]] = 0.0
        else:
            w[rng.random(n_patches) < f] = 0.0
    return total / (cycles - skip)


def evolve_ages(cycles, spall_rule):
    """Evolve area against age; return uptake, retained, spalled, spalled area."""
    root_age = np.sqrt(np.arange(cycles + 1.0))
    growth = np.diff(root_age)
    area = np.zeros(cycles + 1)
    area[0] = 1.0
    record = np.zeros((4, cycles))
    for cycle in range(cycles):
        uptake = area[:-1] @ growth
        area[1:] = area[:-1].copy()
        area[0] = 0.0
        retained = area @ root_age
        spall = spall_rule(area)
        record[:, cycle] = uptake, retained, spall @ root_age, spall.sum()
        area = area - spall
        area[0] += spall.sum()
    return record


def oldest_rule(f):
    def rule(area):
        older = np.cumsum(area[::-1])[::-1] - area
        return np.minimum(area, np.maximum(f - older, 0.0))
    return rule


limit_ratio = np.sqrt(np.pi) / 2

# Patch simulations against the terminal-rate formulas
rng = np.random.default_rng(7)
f_sim = 0.02
sim_random = simulate_patches(20000, f_sim, 1200, 300, False, rng)
sim_oldest = simulate_patches(5000, f_sim, 600, 100, True, rng)
assert abs(sim_oldest / np.sqrt(f_sim) - 1) < 1e-9
# sampling error of the random simulation is a few parts in a thousand
assert abs(sim_random / (f_sim * mean_power_age(f_sim, 0.5)) - 1) < 0.01
sim_ratio = sim_random / sim_oldest

# Oldest-first when 1/f is not an integer
f_odd = 0.3
m = int(1 / f_odd)
odd_formula = ((1 - m * f_odd) * np.sqrt(m + 1)
               + (f_odd - 1 + m * f_odd) * np.sqrt(m))
odd_sim = simulate_patches(100, f_odd, 400, 100, True, rng)
assert abs(odd_sim - odd_formula) < 1e-9

# Finite-f expansion: the remainder must scale as f^2
ratio_table = []
for f_test in (0.1, 0.01, 0.001):
    summed = np.sqrt(f_test) * mean_power_age(f_test, 0.5)
    series = limit_ratio * (1 + f_test / 4) + float(zeta(-0.5)) * f_test**1.5
    assert 0 < summed - series < 0.2 * f_test**2
    ratio_table.append((f_test, summed, series))

# General growth exponent
for power in (1 / 3, 0.35, 0.5):
    f_small = 1e-4
    summed = f_small**power * mean_power_age(f_small, power)
    assert abs(summed - gamma(1 + power)) < 1e-4

# Worked example: rough values for alumina on a nickel aluminide near 1150 C
k_par = 0.01            # mg^2 cm^-4 h^-1, oxygen uptake squared per time
cycle_h = 1.0           # h
f = 0.002
mass_al, mass_o = 26.982, 15.999
oxide_density = 3950.0  # mg cm^-3
al_per_o = 2 * mass_al / (3 * mass_o)
unit_w = np.sqrt(k_par * cycle_h)
life = round(1 / f)
horizon = 2000

rand = evolve_ages(4000, lambda area: f * area)
old = evolve_ages(4000, oldest_rule(f))
rate_old = al_per_o * unit_w * np.sqrt(f)
rate_ran = al_per_o * unit_w * f * mean_power_age(f, 0.5)
ratio = rate_ran / rate_old
assert abs(al_per_o * unit_w * old[0, -1] / rate_old - 1) < 1e-8
assert abs(al_per_o * unit_w * rand[0, -1] / rate_ran - 1) < 1e-4
assert abs(ratio - limit_ratio) < 1e-3
# terminal balance: uptake equals spall
assert abs(old[2, -1] / old[0, -1] - 1) < 1e-8
assert abs(rand[2, -1] / rand[0, -1] - 1) < 2e-3
# oldest-first is terminal from cycle 1/f on, and not long before
assert np.max(np.abs(old[0, life - 1:] / np.sqrt(f) - 1)) < 1e-8
assert old[0, life // 2] / np.sqrt(f) - 1 > 1e-3
# retained scale just before spalling, in units sqrt(k * cycle / f)
held_ran = rand[1, -1] * np.sqrt(f)
held_old = old[1, -1] * np.sqrt(f)
assert abs(held_ran - limit_ratio) < 0.005
assert abs(held_old - 2 / 3) < 0.005
# transient of random spalling against its continuum formula
excess = {}
for x in (1, 2, 4):
    uptake = rand[0, x * life - 1] / np.sqrt(f)
    formula = np.exp(-x) / (2 * np.sqrt(x)) + limit_ratio * erf(np.sqrt(x))
    assert abs(uptake / formula - 1) < 3e-3
    excess[x] = 100 * (uptake / ratio - 1)

# Spall probability proportional to age
cycles_h = 3000
hazard = np.minimum(1.0, 2e-4 * np.arange(cycles_h + 1))
aged = evolve_ages(cycles_h, lambda area: hazard * area)
aged_ratio = aged[0, -1] / np.sqrt(aged[3, -1])
aged_limit = gamma(1.25) / np.sqrt(gamma(1.5))
assert abs(aged_ratio - aged_limit) < 0.005   # finite spalled fraction
assert ratio < aged_ratio < 1

# Constant-flux surface depletion, checked by finite differences (J = D = t = 1)
h = 0.04
steps = int(np.ceil(1 / (0.4 * h**2)))
dt = 1 / steps
conc = np.zeros(200)
for _ in range(steps):
    flux = np.concatenate(([1.0], -np.diff(conc) / h, [0.0]))
    conc = conc - dt * np.diff(flux) / h
assert abs(conc[0] + h / 2 - 2 / np.sqrt(np.pi)) < 5e-3

# Sizes of neglected effects
w_old = unit_w / np.sqrt(f)
w_ran = unit_w * mean_power_age(f, 0.5)
to_um = (1 + al_per_o) / oxide_density * 1e4
w_fast = 0.05           # mg cm^-2 oxygen in fast transient oxide
ratio_fast = (w_ran + w_fast) / (w_old + w_fast)
sub_power = 0.35
match_age = 100.0       # h, where both growth laws agree
sub_rate = (life * cycle_h / match_age)**(sub_power - 0.5)
half_thickness = 0.15   # cm
al_conc = 5900 * 0.315  # mg cm^-3
diffusivity = 3e-10     # cm^2 s^-1
loss_old = al_per_o * unit_w * old[0, :horizon].sum()
loss_ran = al_per_o * unit_w * rand[0, :horizon].sum()
time_s = horizon * cycle_h * constants.hour
flux_al = rate_old / (cycle_h * constants.hour)
surface_drop = 2 * flux_al * np.sqrt(time_s / (np.pi * diffusivity))
diff_length = np.sqrt(diffusivity * time_s)
assert half_thickness > 3 * diff_length       # semi-infinite estimate applies

print(f"limit ratio sqrt(pi)/2 = {limit_ratio:.6f}")
print(f"patch simulation, f = {f_sim}: ratio = {sim_ratio:.4f}")
print(f"explicit sum,     f = {f_sim}: ratio = "
      f"{np.sqrt(f_sim) * mean_power_age(f_sim, 0.5):.4f}")
for f_test, summed, series in ratio_table:
    print(f"f = {f_test}: ratio by sum {summed:.7f}, by expansion {series:.7f}")
print(f"zeta(-1/2) = {float(zeta(-0.5)):.6f}")
print(f"f = {f_odd}: oldest-first uptake {odd_sim:.5f}, sqrt(f) "
      f"{np.sqrt(f_odd):.5f} (reduced units)")
print("--- example inputs (rough) ---")
print(f"k = {k_par} mg^2 cm^-4 h^-1, cycle = {cycle_h} h, f = {f}")
print(f"oxide density = {oxide_density:.0f} mg/cm^3")
print(f"Al mass per O mass in alumina = {al_per_o:.4f}")
print("--- example results ---")
print(f"mean age at spallation = {life} cycles")
print(f"O in scale at spallation, oldest-first = {w_old:.4f} mg/cm^2")
print(f"mean O in scale at spallation, random = {w_ran:.4f} mg/cm^2")
print(f"scale thickness at spallation, oldest-first = {w_old*to_um:.2f} um")
print(f"mean thickness at spallation, random = {w_ran*to_um:.2f} um")
print(f"Al loss rate, oldest-first = {1e3*rate_old:.4f} ug/cm^2 per cycle")
print(f"Al loss rate, random = {1e3*rate_ran:.4f} ug/cm^2 per cycle")
print(f"ratio at this f = {ratio:.6f}")
print(f"retained scale / sqrt(k*cycle/f): random {held_ran:.4f}, "
      f"oldest-first {held_old:.4f}")
for x, value in excess.items():
    print(f"random uptake above terminal at cycle {x*life}: {value:.3f} %")
print(f"Al consumed in {horizon} cycles, oldest-first = {loss_old:.3f} mg/cm^2")
print(f"Al consumed in {horizon} cycles, random = {loss_ran:.3f} mg/cm^2")
print(f"ratio of these totals = {loss_ran/loss_old:.4f}")
print("--- neglected effects ---")
print(f"finite f: ratio shift = {100*(ratio/limit_ratio-1):.4f} %")
print(f"fast transient oxide, O = {w_fast} mg/cm^2: ratio = {ratio_fast:.4f}")
print(f"  rise of oldest-first rate = {100*w_fast/w_old:.2f} %")
print(f"growth exponent {sub_power}: limit ratio = {gamma(1+sub_power):.4f}")
print(f"  oldest-first rate factor, matched at {match_age:.0f} h = "
      f"{sub_rate:.3f}")
print(f"spall probability ~ age: ratio {aged_ratio:.4f} at spalled fraction "
      f"{aged[3, -1]:.4f}")
print(f"  small-fraction limit = {aged_limit:.4f}")
print(f"half thickness = {half_thickness} cm, Al content = {al_conc:.0f} "
      "mg/cm^3")
print(f"Al reservoir used, oldest-first = "
      f"{100*loss_old/(half_thickness*al_conc):.2f} %")
print(f"D = {diffusivity:.1e} cm^2/s, sqrt(D t) = {diff_length:.4f} cm")
print(f"surface Al drop after {horizon} cycles = "
      f"{100*surface_drop/al_conc:.1f} % of initial")
print("all assertions hold")
```

It prints:

```
limit ratio sqrt(pi)/2 = 0.886227
patch simulation, f = 0.02: ratio = 0.8891
explicit sum,     f = 0.02: ratio = 0.8901
f = 0.1: ratio by sum 0.9033034, by expansion 0.9018087
f = 0.01: ratio by sum 0.8882523, by expansion 0.8882346
f = 0.001: ratio by sum 0.8864421, by expansion 0.8864419
zeta(-1/2) = -0.207886
f = 0.3: oldest-first uptake 0.54641, sqrt(f) 0.54772 (reduced units)
--- example inputs (rough) ---
k = 0.01 mg^2 cm^-4 h^-1, cycle = 1.0 h, f = 0.002
oxide density = 3950 mg/cm^3
Al mass per O mass in alumina = 1.1243
--- example results ---
mean age at spallation = 500 cycles
O in scale at spallation, oldest-first = 2.2361 mg/cm^2
mean O in scale at spallation, random = 1.9826 mg/cm^2
scale thickness at spallation, oldest-first = 12.03 um
mean thickness at spallation, random = 10.66 um
Al loss rate, oldest-first = 5.0281 ug/cm^2 per cycle
Al loss rate, random = 4.4582 ug/cm^2 per cycle
ratio at this f = 0.886652
retained scale / sqrt(k*cycle/f): random 0.8866, oldest-first 0.6676
random uptake above terminal at cycle 500: 5.026 %
random uptake above terminal at cycle 1000: 0.848 %
random uptake above terminal at cycle 2000: 0.049 %
Al consumed in 2000 cycles, oldest-first = 10.894 mg/cm^2
Al consumed in 2000 cycles, random = 10.029 mg/cm^2
ratio of these totals = 0.9206
--- neglected effects ---
finite f: ratio shift = 0.0480 %
fast transient oxide, O = 0.05 mg/cm^2: ratio = 0.8891
  rise of oldest-first rate = 2.24 %
growth exponent 0.35: limit ratio = 0.8912
  oldest-first rate factor, matched at 100 h = 0.786
spall probability ~ age: ratio 0.9630 at spalled fraction 0.0113
  small-fraction limit = 0.9628
half thickness = 0.15 cm, Al content = 1858 mg/cm^3
Al reservoir used, oldest-first = 3.91 %
D = 3.0e-10 cm^2/s, sqrt(D t) = 0.0465 cm
surface Al drop after 2000 cycles = 13.1 % of initial
all assertions hold
```
